# Umbrella spring constant and window spacing on a parabolic free-energy barrier

## The problem

A molecular dynamics run at temperature $T$ rarely visits the top of a free-energy barrier that is many $kT$ high. Umbrella sampling replaces the single run by several runs, called windows. In each of them a spring holds the collective variable $x$ near a chosen centre $c$ through the added energy

$$w_c(x)=\tfrac12K(x-c)^2 .$$

The factor $\tfrac12$ belongs to the convention used here. If a simulation code adds $K'(x-c)^2$ instead, its input must be $K'=K/2$.

Let $F(x)$ be the free energy along $x$, and let the barrier top lie at $x=0$, where

$$F(x)\simeq-\tfrac12k_bx^2,\qquad k_b>0 .$$

Two quantities have to be chosen before the runs start.

1. How large must $K$ be so that the histogram of $x$ has a single peak in every window, wherever its centre lies?
2. How far apart may neighbouring centres be, if adjacent histograms are to overlap adequately? Which $K$ allows the widest spacing?

"Adequately" needs a definition. Here it means that the histograms of two neighbours, pooled with equal weight, show no dip between them. The region between two windows is then not a gap in the data.

As a numerical case take the model double well

$$F(x)=B\left(\frac{x^2}{a^2}-1\right)^2,\qquad B=50\ \text{kJ/mol},\quad a=1\ \text{Å},\quad T=300\ \text{K},$$

with equally spaced centres from one minimum, $x=-a$, to the other, $x=a$. Each window is assumed to be sampled at equilibrium, with classical statistics for $x$.

## First estimate by scaling

Near the top, the barrier supplies one curvature, $k_b$, and the spring supplies another, $K$. The spring must overcome the barrier's tendency to push the system away from the top, so $K$ must be at least of order $k_b$.

For the spacing, the available quantities are $kT$, $k_b$ and $K$. An energy divided by a curvature is a length squared, so the spacing must have the form

$$\Delta=\sqrt{\frac{kT}{k_b}}\;g\!\left(\frac{K}{k_b}\right)$$

with an unknown dimensionless function $g$. A simple guess for $g$ ignores the barrier. On a flat landscape the spring alone gives a Gaussian histogram centred at $c$ with standard deviation $\sqrt{kT/K}$. Letting the one-standard-deviation ranges of two neighbours just touch gives

$$\Delta_{\rm flat}=2\sqrt{\frac{kT}{K}} .$$

For the double well, expanding the square gives $F=B(x^4/a^4-2x^2/a^2+1)$, and two derivatives give

$$F''(x)=\frac{4B}{a^2}\left(\frac{3x^2}{a^2}-1\right).$$

At the top, $k_b=-F''(0)=4B/a^2=200$ kJ/mol/Å². With $kT=2.494$ kJ/mol the thermal length is

$$\sqrt{\frac{kT}{k_b}}=\sqrt{\frac{2.494}{200}}\ \text{Å}=0.112\ \text{Å}.$$

If we take $K=2k_b=400$ kJ/mol/Å² to be safely above $k_b$, the flat estimate is $\Delta_{\rm flat}=2\sqrt{2.494/400}$ Å $=0.158$ Å. The estimate leaves open where the threshold for $K$ lies, and whether the barrier changes the spacing much.

## Exact solution

### What a window samples

Without the spring, the probability density of $x$ is proportional to $e^{-F(x)/kT}$; this is the definition of $F$. The spring energy depends on the atomic positions through $x$ alone. It therefore multiplies the Boltzmann factor of every configuration with the same $x$ by the same number, $e^{-w_c(x)/kT}$. The window's density is

$$p_c(x)\propto e^{-U_c(x)/kT},\qquad U_c(x)=F(x)+\tfrac12K(x-c)^2 .$$

Since the exponential decreases with $U_c$, the peaks of the histogram are the minima of $U_c$.

### The smallest spring constant

Differentiating twice gives $U_c''=F''+K$, which does not contain $c$. Suppose that

$$K>\max_x\,[-F''(x)] .$$

Then $U_c''>0$ everywhere, so $U_c'$ increases steadily and can vanish at most once. Since $U_c$ rises at both ends of a confining landscape, it has one minimum, and the histogram has one peak for every $c$.

Now suppose that $K<-F''(x_*)$ at some point $x_*$. Choose the centre

$$c=x_*+\frac{F'(x_*)}{K}.$$

Then $U_c'(x_*)=F'(x_*)+K(x_*-c)=0$, while $U_c''(x_*)=F''(x_*)+K<0$. The point $x_*$ is a maximum of $U_c$ and a minimum of the histogram. The density rises on both sides of it and must fall again further out, so this window has at least two peaks.

The threshold is therefore the largest downward curvature of $F$. For the double well, $-F''$ is largest at $x=0$, and the condition is $K>k_b$. At equality the two kinds of barrier differ. An unbounded parabola with $K=k_b$ leaves no confining curvature, and the density cannot be normalized. In the double well the quartic term still confines the system.

The curvature at the top is not sufficient for a skewed barrier. Add $sx^3$ with $s=30$ kJ/mol/Å³ to the double well. The slope at $x=0$ remains zero and the curvature there remains $-200$ kJ/mol/Å², but now

$$-F''(x)=\frac{4B}{a^2}-6sx-\frac{12Bx^2}{a^4}.$$

Setting its derivative, $-6s-24Bx/a^4$, to zero gives $x_*=-sa^4/(4B)=-0.15$ Å. Inserting this point gives

$$-F''(x_*)=\frac{4B}{a^2}+\frac{3s^2a^4}{4B}=200+13.5=213.5\ \text{kJ/mol/Å}^2 .$$

A numerical scan over window centres confirms the threshold for both landscapes: at $0.98$ of the largest downward curvature some window has two peaks, and at $1.02$ of it every scanned window has one. For the skewed barrier, $0.98\times213.5=209$ kJ/mol/Å² exceeds the curvature at the top and still fails.

### What a soft spring leaves behind

Put a window of the symmetric double well at $c=0$ with $K<k_b$. Using $2B/a^2=k_b/2$,

$$U_0(x)=B+\frac{B}{a^4}x^4-\tfrac12(k_b-K)x^2 .$$

Apart from $x=0$, the condition $U_0'=0$ gives

$$x^2=\frac{(k_b-K)a^4}{4B}=a^2\left(1-\frac{K}{k_b}\right).$$

At these points the quartic term equals $(k_b-K)^2a^4/(16B)$ and the quadratic term equals minus twice that. The barrier left inside the window is therefore

$$U_0(0)-U_0(x)=\frac{(k_b-K)^2a^4}{16B}.$$

For $K=k_b/2$ the peaks lie at $\pm0.707$ Å, and the remaining barrier is $100^2/800=12.5$ kJ/mol, or $5.0\,kT$. The window meant to sample the top mostly samples its two sides, and it must cross a barrier of its own to equilibrate.

### Position and width on the parabola

From here on $K>k_b$, and $F=-\tfrac12k_bx^2$ is used near the top. Expanding the spring energy gives

$$U_c=\tfrac12(K-k_b)x^2-Kcx+\tfrac12Kc^2 .$$

Completing the square,

$$U_c=\tfrac12(K-k_b)(x-m)^2+\text{constant},\qquad m=\frac{K}{K-k_b}\,c ,$$

because the cross term $-(K-k_b)mx$ must equal $-Kcx$. The histogram is a Gaussian with mean $m$ and variance

$$\sigma^2=\frac{kT}{K-k_b}.$$

The barrier has two effects. It weakens the confinement, so the histogram is broader than $\sqrt{kT/K}$. It also pushes the system outward until the spring force $K(m-c)$ balances the outward force $k_bm$, so the sampled region lies further from the top than the centre does. Two centres a distance $\Delta$ apart thus have means a distance

$$d=\frac{K\Delta}{K-k_b}$$

apart.

### When the dip appears

Measure $u$ from the midpoint between the two means. The pooled density is

$$P(u)\propto e^{-(u-d/2)^2/2\sigma^2}+e^{-(u+d/2)^2/2\sigma^2}
=2e^{-(u^2+d^2/4)/2\sigma^2}\cosh\frac{ud}{2\sigma^2}.$$

The derivative of its logarithm is

$$\frac{P'(u)}{P(u)}=\frac1{\sigma^2}\left[\frac d2\tanh\frac{ud}{2\sigma^2}-u\right].$$

For $u>0$, $\tanh y<y$ makes the first term in the bracket smaller than $u\,d^2/(4\sigma^2)$. If $d\le2\sigma$, that is at most $u$, so the bracket is negative and $P$ falls from the midpoint outward. By symmetry it falls on the other side too, and there is one peak. If $d>2\sigma$, then for small $u$ the bracket is close to $u\,[d^2/(4\sigma^2)-1]>0$. The density rises away from the midpoint, which is a dip.

The criterion is thus $d\le2\sigma$. Inserting $d$ and $\sigma$,

$$\frac{K\Delta}{K-k_b}\le2\sqrt{\frac{kT}{K-k_b}}
\quad\Longrightarrow\quad
\boxed{\;\Delta\le\Delta_{\max}=\frac{2\sqrt{kT\,(K-k_b)}}{K}\;}$$

The area common to the two normalized histograms gives a number that is easy to monitor. The Gaussians cross at the midpoint, and the common area consists of two equal tails, each a distance $d/2$ from its own mean:

$$O=2\times\tfrac12\,\mathrm{erfc}\!\left(\frac{d/2}{\sqrt2\,\sigma}\right)
=\mathrm{erfc}\!\left(\frac{K\Delta}{\sqrt{8kT(K-k_b)}}\right).$$

At the limit $d=2\sigma$ this is $\mathrm{erfc}(1/\sqrt2)=0.317$. On the parabola, the no-dip condition is thus equivalent to adjacent histograms sharing at least about 32% of their area. This number follows from the definition of adequate overlap chosen here; it is not the smallest overlap at which the windows can be combined.

### The spring that allows the widest spacing

Write $y=k_b/K$, which lies between 0 and 1. Then

$$\Delta_{\max}^2=\frac{4kT}{k_b}\,y(1-y)=\frac{4kT}{k_b}\left[\frac14-\left(y-\frac12\right)^2\right].$$

The maximum is at $y=\tfrac12$:

$$\boxed{\;K=2k_b,\qquad \Delta_{\max}=\sqrt{\frac{kT}{k_b}}\;}$$

On the parabola, a numerical scan of the overlap at fixed spacing also has its maximum at $K/k_b=2.00$, with a step of 0.05 in this ratio. On the full double well the overlap of a symmetric pair 0.1 Å apart is largest near $K/k_b=1.85$, but it exceeds the value at $K=2k_b$ by less than 0.002. The formula is unchanged when $y$ is replaced by $1-y$, so $K=1.5k_b$ and $K=3k_b$ allow the same spacing. The choice of $K$ need not be fine-tuned.

On the unbounded parabola, as $K\to k_b$ the histograms become very broad, yet the permitted centre spacing goes to zero. The width grows as $(K-k_b)^{-1/2}$, but the separation of the means grows faster, as $(K-k_b)^{-1}$. In the double well the quartic term keeps the width finite, but it does not change the limit on the spacing of a pair placed symmetrically about the top. For two centres at $\pm\Delta/2$ the normalizations are equal by symmetry, and the pooled density is proportional to $e^{-[F(x)+Kx^2/2]/kT}\cosh(K\Delta x/2kT)$. The second derivative of its logarithm at $x=0$ is $(K\Delta/2kT)^2-(K-k_b)/kT$, which does not contain the quartic term and turns positive exactly at $\Delta=\Delta_{\max}$. For such a symmetric pair, the boxed limit on $\Delta$ therefore holds on the full double well and still goes to zero as $K\to k_b$. The symmetric pair is also the worst case. For centres at $c_0\pm\Delta/2$ the pooled density is proportional to $e^{-[F(x)+K(x-c_0)^2/2]/kT}\cosh[K\Delta(x-x_0)/2kT]$, where the two normalizations only fix $x_0$. The second derivative of its logarithm is at most $(K\Delta/2kT)^2-(K+F'')/kT$, which is nowhere positive when $\Delta\le\Delta_{\max}$, so there is one peak for any $c_0$. The same argument holds on any confining landscape if $k_b$ in the boxed rule is replaced by $\max(-F'')$; for a skewed barrier the curvature at the top is not enough.

This optimum concerns equally spaced centres whose position relative to the top is not fixed in advance, so that a symmetric pair may occur. On the double well, a set with one centre exactly at the top contains no such pair, and with a soft spring it can be spaced more widely without a dip. If the task were to cover a given length $L$ of sampled $x$ on the parabola alone, the means could be $2\sigma$ apart. About $L/2\sigma$ windows would be needed, and softer springs would need fewer. The price is slower sampling. For overdamped motion with a constant diffusion coefficient $D$, the mean displacement obeys

$$\frac{d}{dt}\langle x-m\rangle=-\frac{D}{kT}(K-k_b)\langle x-m\rangle ,$$

so it relaxes in a time $kT/[D(K-k_b)]$, which diverges at the threshold on the unbounded parabola; in the double well the quartic term keeps it finite.

## Numbers for the double well

With $K=2k_b=400$ kJ/mol/Å² (40 000 kJ/mol/nm²),

$$\Delta_{\max}=\frac{2\sqrt{2.494\times200}}{400}\ \text{Å}=0.112\ \text{Å}=0.0112\ \text{nm}.$$

The distance between the minima is 2 Å, and $2/0.1117=17.9$, so the boxed rule, which is safe for any placement of the centres, calls for 18 intervals. This means 19 windows with a spacing of $2/18=0.111$ Å.

The parabola predicts an overlap of 0.320 at this spacing. On the full double well the smallest overlap of any neighbouring pair is 0.335, between the centres $-0.111$ Å and 0. The difference has the expected sign. Where the landscape is locally parabolic with curvature $F''$, the argument above holds with $-k_b$ replaced by $F''$, so

$$\frac d\sigma\simeq\frac{K\Delta}{\sqrt{kT\,(K+F'')}} .$$

Away from the top $F''$ increases, the ratio falls, and the overlap grows. The critical place for a uniform set of windows is therefore where $-F''$ is largest, which for this double well is the barrier top. The largest overlap in the set is 0.61.

The same design rule at other spring constants gives:

| $K/k_b$ | $\Delta_{\max}$ (Å) | windows | smallest overlap |
|---:|---:|---:|---:|
| 1.1 | 0.064 | 33 | 0.54 |
| 1.5 | 0.105 | 20 | 0.345 |
| 2 | 0.112 | 19 | 0.335 |
| 3 | 0.105 | 20 | 0.320 |
| 5 | 0.089 | 24 | 0.331 |

No pair in these five sets shows a dip. The row $K=1.1k_b$ has far more overlap than the parabolic value 0.317, because the parabola describes the shape of the histograms poorly there. It predicts $\sigma=0.35$ Å, and at that distance from the top $F''$ has risen by $3k_b\sigma^2/a^2\approx75$ kJ/mol/Å², while the confining curvature $K-k_b$ is only 20 kJ/mol/Å². The quartic term then narrows the histograms, but it reduces the distance between their means by a larger factor, and the overlap rises. The extra overlap does not make a wider spacing safe for every placement of the centres: a pair symmetric about the top still develops a dip beyond $\Delta_{\max}=0.064$ Å, so for soft springs the 32% overlap is no longer equivalent to the no-dip condition. For $K=2k_b$, where $\sigma=0.112$ Å, the corresponding rise is about 7 against 200 kJ/mol/Å².

## Comparison of the estimate with the exact solution

Scaling gave the right order for the spring constant. The exact condition makes it a sharp threshold, $K>\max(-F'')$. This is $K>k_b$ for the double well, whose downward curvature is largest at the top, and more than $k_b$ whenever it is largest elsewhere, as for the skewed barrier.

For the spacing, scaling gave the correct length $\sqrt{kT/k_b}$. The guess for $g$ was too generous:

$$\frac{\Delta_{\max}}{\Delta_{\rm flat}}=\frac{2\sqrt{kT(K-k_b)}/K}{2\sqrt{kT/K}}=\sqrt{1-\frac{k_b}{K}} .$$

The flat estimate missed two effects that act in opposite directions. The histograms are broader by $\sqrt{K/(K-k_b)}$, which helps, but their means are further apart by $K/(K-k_b)$, which hurts more. For $K\gg k_b$ the ratio tends to 1 and the flat estimate becomes correct. At $K=2k_b$ it is too large by a factor $\sqrt2$: 0.158 Å instead of 0.112 Å.

The consequence can be seen on the full double well. The flat spacing calls for 13 intervals of 0.154 Å, hence 14 windows instead of 19. The smallest overlap drops to 0.177, and 3 of the 13 neighbouring pairs show a dip. These dips are shallow: at the deepest one the pooled density falls to about three quarters of the neighbouring peak. For the same total number of independent samples, the asymptotic (MBAR) variance of the free-energy difference between the two end windows is only about 3% larger with 14 windows than with 19. The no-dip condition is therefore a conservative design rule, and exceeding it moderately does not spoil the free-energy profile.

## Using the result when the barrier is unknown

In practice $k_b$ is not known beforehand. A short trial window near the top supplies it, provided the spring is stiff enough that the parabola holds across the whole histogram. A single peak alone is not enough: for $K=1.1k_b$ above, the quartic term narrows the histogram, and the formula below would underestimate $k_b$. The window measures the curvature near its own mean, so for a skewed barrier a few trial centres are needed to find the largest downward curvature. Solving the variance formula for the curvature,

$$k_b=K-\frac{kT}{\sigma^2}.$$

A small relative error $\varepsilon$ in the measured variance changes $k_b$ by about $(K-k_b)\,\varepsilon$. At $K=2k_b$ this is a relative error $\varepsilon$ in $k_b$; a much stiffer spring amplifies this error, since $k_b$ is then a small difference of two large numbers. The anharmonic part of $F$ adds a systematic error that behaves in the opposite way. In the double well a window centred on the top feels a curvature raised by about $3k_b\sigma^2/a^2$, so the formula gives a value too low by about 7 kJ/mol/Å² at $K=2k_b$, and this bias shrinks as the spring is made stiffer.

Two limits of the result remain. The absence of a dip says nothing about the statistical error, which also depends on the number of independent samples in each window. And a single peak in $x$ does not prove equilibrium: if another slow coordinate has its own barrier at fixed $x$, the spring does not act on it, and no choice of $K$ or $\Delta$ removes that barrier.

The main computed values are listed in the numerical output below.

## Calculated quantities

```
temperature: 300 K, kT = 2.4943 kJ/mol
barrier B = 50 kJ/mol, a = 1.0 angstrom
barrier curvature kb = 200.0 kJ/mol/angstrom^2
symmetric barrier: max(-F'') = 200.0 kJ/mol/angstrom^2 at x = 0.00 angstrom
  most peaks in a window, K = 0.98 and 1.02 of it: 2 and 1
skewed barrier: max(-F'') = 213.5 kJ/mol/angstrom^2 at x = -0.15 angstrom
  most peaks in a window, K = 0.98 and 1.02 of it: 2 and 1
cubic coefficient of skewed barrier: 30 kJ/mol/angstrom^3
K = kb/2, centre 0: peaks at +-0.707 angstrom
  barrier left inside: 12.50 kJ/mol = 5.01 kT
K/kb of largest overlap at fixed spacing (scan): 2.00
overlap at the no-dip limit: 0.3173
columns: K/kb, sigma (angstrom), mean shift factor K/(K-kb),
  max spacing (angstrom), windows, smallest overlap, pairs with dip
  1.1  0.3532  11.00  0.0642  33  0.5383  0
  1.5  0.1579  3.00  0.1053  20  0.3450  0
  2.0  0.1117  2.00  0.1117  19  0.3351  0
  3.0  0.0790  1.50  0.1053  20  0.3197  0
  5.0  0.0558  1.25  0.0893  24  0.3310  0
recommended K = 400.0 kJ/mol/angstrom^2 = 40000 kJ/mol/nm^2
largest spacing = 0.1117 angstrom = 0.01117 nm
spacing used = 0.1111 angstrom, windows = 19
overlap predicted by the parabola at this spacing: 0.3198
smallest overlap on the double well: 0.3351, centres -0.111 and 0.000 angstrom
largest overlap on the double well: 0.6105
flat-landscape spacing limit: 0.1579 angstrom
  spacing used 0.1538 angstrom, windows 14
  smallest overlap 0.1767, pairs with dip 3
```
